# Elastic Interaction of Parallel Surface Steps as Lines of Force Dipoles

A miscut crystal surface consists of flat terraces separated by steps. Take two straight steps of height $h$, parallel to $y$ and a distance $L$ apart, both descending toward $+x$. The crystal is an isotropic elastic half-space $z<0$ with Young modulus $E$ and Poisson ratio $\nu$. All terraces have the same isotropic surface stress $\tau$, the bulk has no mean stress, and $L$ is much larger than $h$ and the width of a step core. Nothing depends on $y$ and $u_y=0$ (plane strain), so all energies are per unit step length.

Seen from far away, a step exerts on the solid a force per unit area concentrated near its position $x_s$. With no net force, its leading part is a dipole,

$$f_i(x)=d_i\,\delta'(x-x_s),\qquad d_i=-\int (x-x_s)f_i\,dx,\qquad i=x,z .$$

For $d_x>0$ the dipole squeezes the surface toward the step. The algebra holds in any consistent units, atomic units included; the numbers are in eV and nm.

## (a) Which energy describes the interaction?

**Question.** The forces are set by the surface and, to first order, do not change as the solid deforms. Find the interaction energy of two force distributions $f^{(1)}$ and $f^{(2)}$.

**Solution.** The total energy is the stored elastic energy minus the work of the fixed forces:

$$W[u]=\tfrac12B(u,u)-\int f\cdot u\,dx ,$$

where $B$ is the symmetric bilinear form of linear elasticity. At the minimum, $B(u,v)=\int f\cdot v\,dx$ for every admissible $v$. Setting $v=u$ gives

$$W=-\tfrac12\int f\cdot u\,dx .$$

Insert $f=f^{(1)}+f^{(2)}$ and $u=u^{(1)}+u^{(2)}$. The two cross integrals are equal, since both are $B(u^{(1)},u^{(2)})$. Hence

$$U=-\int f^{(2)}\cdot u^{(1)}\,dx. \tag{1}$$

The stored energy alone would give the opposite sign, because it omits the energy released by the surface as its forces do work.

## (b) How does the half-space respond?

**Question.** Find the surface displacement produced by forces $f_x,f_z$ varying as $e^{iqx}$.

**Solution.** Take $q=k>0$ first. Try

$$u_x=(a+bkz)e^{kz+ikx},\qquad u_z=(c+gkz)e^{kz+ikx},$$

which decays into the solid. With shear modulus $\mu=E/[2(1+\nu)]$, equilibrium reads

$$\frac{1}{1-2\nu}\nabla(\nabla\cdot u)+\nabla^2u=0 .$$

Leaving out the common exponential,

$$\nabla\cdot u=k\left[(ia+c+g)+(ib+g)kz\right],\qquad \nabla^2u=(2bk^2,\,2gk^2).$$

The part of the $x$ equation proportional to $z$ requires $g=-ib$. Its constant part requires

$$ia+c+g=2ib(1-2\nu)\;\Rightarrow\; c=-ia+i(3-4\nu)b .$$

The $z$ equation gives the same condition. The applied forces equal the stresses at $z=0$. For the shear stress,

$$f_x=\mu k(a+b+ic)=2\mu k\,[a-(1-2\nu)b].$$

For the normal stress use $\lambda=2\mu\nu/(1-2\nu)$:

$$f_z=\lambda k(ia+c+g)+2\mu k(c+g)=2\mu k\,i\,[-a+2(1-\nu)b].$$

Write $F_i=f_i/(2\mu k)$. Then $F_x=a-(1-2\nu)b$ and $-iF_z=-a+2(1-\nu)b$. Adding them gives $b=F_x-iF_z$, and substituting back,

$$a=2(1-\nu)F_x-i(1-2\nu)F_z,\qquad c=i(1-2\nu)F_x+2(1-\nu)F_z .$$

Since $2\mu=E/(1+\nu)$, the surface displacements are

$$u_x=\frac{2(1-\nu^2)}{E|q|}f_x-\frac{i(1+\nu)(1-2\nu)}{Eq}f_z,$$

$$u_z=\frac{2(1-\nu^2)}{E|q|}f_z+\frac{i(1+\nu)(1-2\nu)}{Eq}f_x. \tag{2}$$

Complex conjugation extends the result to $q<0$, which is why $|q|$ appears in the direct terms and $q$ in the cross terms.

## (c) What is the pair energy?

**Question.** Find the displacement of one dipole line and the interaction energy of two identical ones.

**Solution.** The Fourier transform of $d_i\delta'(x)$ is $iqd_i$. In the cross terms of (2) the factor $q$ cancels, leaving a constant, which is a $\delta(x)$ in real space. These terms vanish at the other step. The direct terms give

$$u_i(x)=\frac{2(1-\nu^2)}{E}d_i\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,i\,\mathrm{sgn}(q)e^{iqx}
=-\frac{2(1-\nu^2)}{\pi E}d_i\int_0^\infty\sin(qx)\,dq .$$

A factor $e^{-\eta q}$ makes the last integral $x/(x^2+\eta^2)$, which tends to $1/x$ as $\eta\to0$. Therefore

$$u_i(x)=-\frac{Cd_i}{x},\qquad C=\frac{2(1-\nu^2)}{\pi E}.$$

Put this into (1) with the second dipole at $x=L$ and integrate by parts:

$$U=-\sum_i d_i\int\delta'(x-L)u_i(x)\,dx=\sum_i d_iu_i'(L).$$

Since $u_i'(L)=Cd_i/L^2$,

$$\boxed{U(L)=\frac{A}{L^2},\qquad A=\frac{2(1-\nu^2)}{\pi E}\,(d_x^2+d_z^2).} \tag{3}$$

The force $-dU/dL=2A/L^3$ is repulsive. For the $x$ part the reason is visible in the strain: a dipole that squeezes its own neighbourhood stretches the surface outside it, and the second dipole must squeeze material that the first one stretches.

A finite-element calculation of the relaxed energy, with dipoles 20 elements apart on a periodic flat body and $\nu=0.25$, gave 1.0056 times the predicted energy for $x$ dipoles and 1.0041 times for $z$ dipoles. The energy between an $x$ and a $z$ dipole was $-4\times10^{-4}$ of the direct energy.

## (d) What does the surface stress fix?

**Question.** Relate $d_z$ to $\tau$ and $h$. Does the same argument fix $d_x$?

**Solution.** The upper terrace, on the left, pulls the step with force $-\tau$ along $x$ at height $h$. The lower terrace pulls with $+\tau$ at height zero. The net force vanishes, but a couple remains. In a slowly varying displacement field its work is

$$-\tau u_x(h)+\tau u_x(0)=-\tau h\,\partial_zu_x .$$

The shear stress vanishes on a free surface, so $\partial_zu_x=-\partial_xu_z$ and the work is $+\tau h\,\partial_xu_z$. The interaction energy is minus this work, $-\tau h\,\partial_xu_z$. Part (c) gave $d_z\,\partial_xu_z$ for a vertical dipole. Thus

$$d_z=-\tau h,\qquad |d_z|=\tau h. \tag{4}$$

Here $\partial_xu_z$ is a local rigid rotation. The detailed shape of the core does not alter a rigid rotation, so the torque determines $d_z$ at leading order.

The other part of the incoming field is a stretch $\varepsilon=\partial_xu_x$, which the core does distort. The energy $d_x\varepsilon$ defines $d_x$, and its value needs a model of the core. As an example, vertical forces with moment $S=\sum zF_z$ do work $S\,\partial_zu_z$. Zero normal stress requires $\lambda\varepsilon+(\lambda+2\mu)\partial_zu_z=0$, or $\partial_zu_z=-\nu\varepsilon/(1-\nu)$. If the core's distortion of the field is ignored, this couple contributes $d_x=\nu S/(1-\nu)$.

## (e) What changes for opposite steps, many steps, or a stressed bulk?

**Question.** Treat an ascending and a descending step, then a regular train of like steps, then a pair of like steps on a crystal with uniform bulk stress $\sigma$ along $x$.

**Solution.** Mirror reflection turns $f_x(x)$ into $-f_x(-x)$ and $f_z(x)$ into $f_z(-x)$. Because $\delta'(-x)=-\delta'(x)$, it keeps $d_x$ and reverses $d_z$. Opposite steps therefore have

$$U_{\rm opp}=\frac{C(d_x^2-d_z^2)}{L^2},$$

which is attractive when $|d_z|>|d_x|$.

The difference between the like and opposite coefficients is $2Cd_z^2$, so it isolates the torque. This was tested on finite-element bodies with actual steps one element high and constant tension along the whole profile, riser included. The period was $96h$ and the spacings were $20h$, $32h$ and $48h$. Opposite steps were averaged over ridge and trench arrangements. Solving for a $1/L^2$ and a $1/L^3$ part gave inverse-square coefficients of 2.02 and 0.80 in units of $\tau^2h^2/E$. With $CE=0.597$,

$$\frac{d_z^2}{(\tau h)^2}=\frac{2.0195-0.8043}{2(0.597)}=1.018 .$$

If the $1/L^3$ part is left in and only $20h$ and $48h$ are used, the ratio is 0.72. The approach to (3) is thus slow for this sharp core. Its $1/L^3$ coefficients, $-3.23$ for like and $2.72$ for opposite steps in units of $\tau^2h^3/E$, are numerical findings, not derived here. All the fitted coefficients belong to this mesh, with one element per step height, and the $1/L^3$ ones also depend on the spacings and terms included in the fit. They are not converged values for a sharp corner. For an isolated pair fitted at the same spacings, going from one to four elements per step height raises the inverse-square coefficients from about 2.02 and 0.81 to 2.37 and 1.15, and changes the $1/L^3$ ones from about $-3.2$ and $2.7$ to $-3.7$ and $4.0$. The cause is $d_x$, whose magnitude grows from $1.55\,\tau h$ with one element to $1.84\,\tau h$ with sixteen and is still rising there. The torque ratio is much less sensitive, moving only from 1.01 to 1.03 between one and four elements, because $d_z$ does not depend on the detailed shape of the core.

In a regular train, counting each pair once gives the energy per step

$$\sum_{n=1}^{\infty}\frac{A}{(nL)^2}=\frac{\pi^2A}{6L^2}.$$

For a stressed bulk, let the surface height be $\zeta(x)$. To first order its normal is $(-\zeta',1)$, and zero traction requires an extra shear stress $\sigma\zeta'$. At a descending step $\zeta'=-h\delta(x)$, so the step carries a net line force of magnitude $F=|\sigma|h$. By (2), a signed line force $F$ gives $u_x'=-CF/x$ and $u_x=-CF\ln|x|+$ constant. For identical steps carrying both $F$ and $d_x$, equation (1) gives

$$-Fu_x(L)+d_xu_x'(L)=CF^2\ln L+\frac{CFd_x}{L}-\frac{CFd_x}{L}+\frac{Cd_x^2}{L^2}+\text{constant}.$$

The mixed terms cancel. There is also no coupling between $F$ and $d_z$: by the cross terms of (2), a line force along $x$ gives a $u_z$ that is constant on each side of it, so $u_z'=0$ at the other step, and a vertical dipole gives no $u_x$ there. Adding the $z$ part,

$$U=CF^2\ln L+\frac{C(d_x^2+d_z^2)}{L^2}+\text{constant}.$$

The line forces attract. They balance the dipole repulsion at

$$L_*=\frac{\sqrt{2(d_x^2+d_z^2)}}{|F|}.$$

An isolated pair is repelled below $L_*$ and attracted above it. The inverse-square law is therefore not the large-distance law of a stressed crystal.

## (f) How large is the repulsion on an oxide growth wafer?

**Question.** Evaluate the result for a single-crystal oxide wafer, miscut by $1^\circ$, of the kind used to grow two-dimensional channel layers. Take $h=0.2$ nm, $E=2500$ eV/nm³, $\nu=0.25$, $\tau=10$ eV/nm² and $d_x=3$ eV/nm. Compare it with neglected effects at 1200 K.

**Solution.** The spacing is $L=h/\tan1^\circ=11.46$ nm, and $|d_z|=10\times0.2=2$ eV/nm. Then

$$C=\frac{2(1-0.25^2)}{\pi(2500)}=2.387\times10^{-4}\ \mathrm{nm^3/eV},$$

$$A=C(3^2+2^2)=3.10\times10^{-3}\ \mathrm{eV\,nm}=3.10\times10^{-2}\ \mathrm{eV\,\AA}.$$

The pair energy is

$$U=\frac{3.10\times10^{-3}}{(11.46)^2}=2.36\times10^{-5}\ \mathrm{eV/nm}=2.36\times10^{-6}\ \mathrm{eV/\AA},$$

and the repulsive force per length is $2A/L^3=4.13\times10^{-6}$ eV/nm². In a train the elastic energy per step is $3.89\times10^{-5}$ eV/nm. Opposite steps with the same dipoles would have the coefficient $1.19\times10^{-3}$ eV nm, still repulsive because $|d_x|>|d_z|$.

**Thermal wandering.** Give a step $x(y)$ the line energy $\frac12\beta(dx/dy)^2$, with stiffness $\beta$. Summing over its paths with Boltzmann weights is a diffusion problem in $y$, and the free energy per length is the lowest eigenvalue of $-(k_BT)^2\partial_x^2/(2\beta)$. For $N$ steps that cannot cross, the eigenfunction must vanish where two positions coincide. Take the determinant of the lowest $N$ sine modes in a channel of width $NL$, and write $\theta_i=\pi x_i/(NL)$. Since $\sin n\theta$ is $\sin\theta$ times a polynomial of degree $n-1$ in $\cos\theta$, the determinant is proportional to $\prod_i\sin\theta_i\prod_{i<j}(\cos\theta_i-\cos\theta_j)$. It vanishes where two positions coincide and keeps one sign for a fixed order of the steps, so it is the ground state. Its free energy per step is

$$\frac{(k_BT)^2}{2\beta N}\sum_{n=1}^{N}\frac{n^2\pi^2}{N^2L^2}\;\longrightarrow\;\frac{\pi^2(k_BT)^2}{6\beta L^2}\qquad(N\to\infty).$$

With $k_BT=0.1034$ eV and a rough $\beta=3$ eV/nm this is $4.47\times10^{-5}$ eV/nm, or 1.15 times the elastic train energy. At fixed $A$ and $\beta$ the two are equal when $k_BT=\sqrt{A\beta}$, at 1120 K. They should not simply be added, because elastic repulsion changes how often the steps approach each other. At this growth temperature straight steps are a poor model of the full interaction.

**Electric dipoles.** Let a step carry a perpendicular electric dipole $p$ per unit length. In vacuum two such lines have energy $2p^2/(4\pi\varepsilon_0L^2)$, from the line-dipole potential $2pz/[4\pi\varepsilon_0(x^2+z^2)]$. Just above a dielectric of relative permittivity $\varepsilon_r$, each image dipole is parallel to its source and has relative strength $(\varepsilon_r-1)/(\varepsilon_r+1)$. The energy is multiplied by $2\varepsilon_r/(\varepsilon_r+1)$. For $p=0.02$ $e$ nm per nm and $\varepsilon_r=10$, the coefficient is $2.09\times10^{-3}$ eV nm, or 0.67 of $A$. A more polarizable substrate would raise the factor $2\varepsilon_r/(\varepsilon_r+1)$ only slightly, from 1.82 to at most 2. This factor assumes that the dipole charges lie wholly outside the dielectric. If they lie partly or wholly inside it, they are screened and the interaction is weaker.

**Bulk stress.** A residual biaxial strain of $10^{-4}$ gives $\sigma=E(10^{-4})/(1-\nu)=0.333$ eV/nm³ and $F=0.0667$ eV/nm². At the example spacing the attraction is 2.2 % of the dipole repulsion, but for an isolated pair the two balance at $L_*=76.5$ nm. In a perfectly regular train the line forces from the two sides cancel by symmetry, as do the dipole forces. This balance is not stable in a long train: for sufficiently slow variations of the spacing, the line-force attraction outweighs the dipole repulsion and favours bunching.

**Smaller corrections.** If each dipole is spread as a Gaussian of standard deviation $w$, the separation has variance $2w^2$, and expanding $1/L^2$ to second order raises the energy by the fraction $6w^2/L^2$. This is 1.1 % for $w=0.5$ nm. For the sharp core of part (e), the $1/L^3$ term would lower the like-step energy by about 3 % at this spacing. The strain due to $d_x$ is $7\times10^{-4}$ at 1 nm from the step, small enough for linear elasticity there.

**Relation to real wafers.** The miscut, step height and stiff modulus are meant as rough values for such oxides. The dipoles, step stiffness and electric dipole depend on the surface termination and are much less certain. If $d_x$ were zero, $A$ would fall to $4/13$ of its value here. Real oxides are also elastically anisotropic: as a rough measure, a modulus 20 % lower at fixed $\nu$ and fixed dipoles raises $A$ by 25 %. The largest departures in this example come from neglecting step wandering and electric step dipoles, whose energies can be comparable with the elastic one. The value of $A$ is therefore an estimate of the elastic part, not a prediction of the measured step interaction. The remaining values are in the numerical output.

## Table of computed values

```
TESTS (finite elements / formula; 1 is perfect)
d_x pair energy ratio: 1.0056
d_z pair energy ratio: 1.0041
d_x-d_z cross energy / direct energy: -4.0e-04
torque couple ratio: 0.9976
vertical stretch couple ratio: 0.9875
line-force logarithm ratio: 0.9997
real steps, d_z^2/(tau h)^2: 1.0180
same ratio with the 1/L^3 part left in: 0.7183
real steps, like-sign A (E=tau=h=1): 2.0195
real steps, opposite-sign A (E=tau=h=1): 0.8043
1/L^3 coefficients, like and opposite (E=tau=h=1): -3.23, 2.72
INPUTS (rough, miscut oxide growth wafer)
Young modulus: 2500 eV/nm^3
Poisson ratio: 0.25
surface stress: 10.0 eV/nm^2
step height: 0.20 nm
miscut: 1.0 degree
stretch dipole d_x: 3.0 eV/nm
RESULTS
step spacing L: 11.46 nm
torque dipole |d_z|: 2.00 eV/nm
d_x^2 + d_z^2: 13.00 eV^2/nm^2
C = 2(1-nu^2)/(pi E): 2.3873e-04 nm^3/eV
A, like steps: 3.104e-03 eV nm = 3.104e-02 eV angstrom
A, opposite steps: 1.194e-03 eV nm
U(L): 2.364e-05 eV/nm = 2.364e-06 eV/angstrom
repulsive force per length: 4.126e-06 eV/nm^2
train energy per step: 3.889e-05 eV/nm
NEGLECTED EFFECTS
temperature: 1200 K; k_B T: 0.1034 eV
step stiffness: 3.0 eV/nm
wandering energy per step: 4.466e-05 eV/nm
wandering / elastic train energy: 1.15
temperature of equal energies: 1120 K
residual biaxial strain: 1.0e-04
bulk stress: 0.333 eV/nm^3
line force: 0.0667 eV/nm^2
line-force attraction / dipole repulsion at L: 0.0224
spacing where these forces balance: 76.5 nm
electric step dipole: 0.020 e nm per nm
relative permittivity: 10
electric inverse-square strength: 2.094e-03 eV nm
electric / elastic strength: 0.67
modulus lower by 20 %: A higher by 25 %
core width: 0.5 nm; correction: 1.14 %
surface tilt h/L: 0.0175
strain from d_x at L: 5.46e-06
strain from d_x at 1 nm: 7.16e-04
surface elasticity length tau/E: 0.0040 nm
```
